**Class-B drain efficiency with a constant knee voltage**

The program examines the result $\eta_{max}=(\pi/4)(1-V_k/V_{DD})$ for half-sine drain current and sinusoidal drain voltage, where $V_{DD}$ is the supply voltage and $V_k$ the knee voltage. It computes the powers by quadrature from the waveforms, finds the permitted swing by a numerical search, and asserts agreement with the formula for two supplies and three knee voltages. It also asserts the Fourier amplitudes of the current, the power balance and the division of the dissipation into a knee part and an overlap part. For 50 V, a 5 V knee and a peak current of 2 A, the efficiency is 70.69 %, compared with 78.54 % without a knee. Keeping the knee-free load and lowering the drive gives the same efficiency but less output power. A separate time integration of a parallel resonant circuit with quality factor $Q$ asserts that the voltage becomes nearly sinusoidal and the efficiency approaches the formula at $Q=50$. At $Q=5$ the output shows a small excess of load power and a drain voltage that dips below the knee, so that case is not a permitted operating point of the device.

## Numerical check

```python
"""
Result under test: a class-B stage with half-sine drain current, sinusoidal
drain voltage and constant knee voltage has the maximum drain efficiency
    eta = (pi/4) * (1 - V_k/V_DD).
Symbols: V_DD supply voltage, V_k knee voltage, I_p peak drain current,
V_1 and I_1 peak fundamental amplitudes, R load resistance at the fundamental,
theta = omega*t, Q = quality factor of the loaded parallel tank.
Waveforms: i = I_p*max(cos(theta),0), v = V_DD - V_1*cos(theta).
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq

V_DD, V_k, I_p = 50.0, 5.0, 2.0


def drain_current(theta, peak, half_angle=np.pi / 2):
    """Truncated cosine with given peak; half_angle = pi/2 is class B."""
    c = np.cos(half_angle)
    return peak * np.maximum(np.cos(theta) - c, 0.0) / (1.0 - c)


def average(f, half_angle=np.pi / 2):
    """Mean over one full period, with the corners of the current marked."""
    value = quad(f, -np.pi, np.pi, points=[-half_angle, half_angle],
                 epsabs=1e-11, epsrel=1e-11, limit=200)[0]
    return value / (2 * np.pi)


def harmonic(n, peak, half_angle=np.pi / 2):
    """Peak amplitude of the n-th cosine harmonic of the current."""
    return 2 * average(lambda t: drain_current(t, peak, half_angle)
                       * np.cos(n * t), half_angle)


def largest_swing(supply, knee):
    """Search for the largest V_1 with v >= knee during conduction."""
    theta = np.linspace(-np.pi / 2, np.pi / 2, 2001)
    return brentq(lambda a: np.min(supply - a * np.cos(theta)) - knee,
                  0.0, 2 * supply, xtol=1e-12)


def powers(supply, swing, peak, half_angle=np.pi / 2):
    """Supply, fundamental output and dissipated power from the waveforms."""
    def current(t):
        return drain_current(t, peak, half_angle)
    p_dc = supply * average(current, half_angle)
    p_out = 0.5 * swing * harmonic(1, peak, half_angle)
    p_diss = average(lambda t: (supply - swing * np.cos(t)) * current(t),
                     half_angle)
    return p_dc, p_out, p_diss


def tank_circuit(Q, R, peak, supply, steps=2000):
    """Periodic state of a drain fed through a parallel R-L-C tank.

    State: tank voltage u and inductor current j. Columns of x hold the
    driven solution from rest and the two undriven unit solutions.
    """
    h = 2 * np.pi / steps
    A = np.array([[-1 / Q, -R / Q], [Q / R, 0.0]])

    def slope(theta, x):
        d = A @ x
        d[0, 0] += R / Q * peak * max(np.cos(theta), 0.0)
        return d

    x = np.array([[0.0, 1.0, 0.0], [0.0, 0.0, 1.0]])
    path = [x]
    for k in range(steps):
        t = k * h
        k1 = slope(t, x)
        k2 = slope(t + h / 2, x + h / 2 * k1)
        k3 = slope(t + h / 2, x + h / 2 * k2)
        k4 = slope(t + h, x + h * k3)
        x = x + h / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        path.append(x)
    path = np.array(path)
    start = np.linalg.solve(np.eye(2) - x[:, 1:], x[:, 0])
    state = path[:-1, :, 0] + path[:-1, :, 1:] @ start
    u, j = state[:, 0], state[:, 1]
    theta = h * np.arange(steps)
    fundamental = 2 * np.mean(u * np.cos(theta))
    residue = np.sqrt(np.mean((u - fundamental * np.cos(theta))**2)
                      / np.mean(u**2))
    efficiency = np.mean(u**2) / R / (supply * np.mean(j))
    return efficiency, np.min(supply - u), residue, fundamental


# Fourier components of the half-sine current
I_dc = average(lambda t: drain_current(t, I_p))
I_1, I_2, I_3 = (harmonic(n, I_p) for n in (1, 2, 3))
assert abs(I_dc - I_p / np.pi) < 1e-9
assert abs(I_1 - I_p / 2) < 1e-9
assert abs(I_2 - 2 * I_p / (3 * np.pi)) < 1e-9
assert abs(I_3) < 1e-9

# Efficiency law for several supplies and knees, including no knee
for supply in (28.0, 50.0):
    for knee in (0.0, 5.0, 15.0):
        swing = largest_swing(supply, knee)
        p_dc, p_out, p_diss = powers(supply, swing, I_p)
        assert abs(p_out / p_dc - np.pi / 4 * (1 - knee / supply)) < 1e-8
        assert abs(p_dc - p_out - p_diss) < 1e-7
        floor = knee * I_p / np.pi
        overlap = (supply - knee) * I_p * (1 / np.pi - 0.25)
        assert abs(p_diss - floor - overlap) < 1e-7

# Worked example
V_1 = largest_swing(V_DD, V_k)
R = V_1 / I_1
P_dc, P_out, P_diss = powers(V_DD, V_1, I_p)
eta = P_out / P_dc
V_1_ideal = largest_swing(V_DD, 0.0)
R_ideal = V_1_ideal / I_1
P_dc_ideal, P_out_ideal, P_diss_ideal = powers(V_DD, V_1_ideal, I_p)
eta_ideal = P_out_ideal / P_dc_ideal
P_floor = V_k * I_dc
P_overlap = average(lambda t: (V_DD - V_1 * np.cos(t) - V_k)
                    * drain_current(t, I_p))
assert abs(R - 2 * (V_DD - V_k) / I_p) < 1e-7
assert abs(P_out - (V_DD - V_k) * I_p / 4) < 1e-7

# Knee-free load kept, drive lowered until the voltage just meets the knee
angles = np.linspace(-np.pi / 2, np.pi / 2, 2001)
I_p_low = brentq(lambda p: np.min(V_DD - R_ideal * harmonic(1, p)
                                  * np.cos(angles)) - V_k, 0.1, 2 * I_p)
V_1_low = R_ideal * harmonic(1, I_p_low)
P_dc_low, P_out_low, _ = powers(V_DD, V_1_low, I_p_low)
eta_low = P_out_low / P_dc_low
assert abs(eta_low - eta) < 1e-8
assert abs(P_out_low / P_out_ideal - (1 - V_k / V_DD)**2) < 1e-8

# Half the drive into the same load: half the swing, half the efficiency
I_p_half = I_p / 2
V_1_half = R * harmonic(1, I_p_half)
P_dc_half, P_out_half, _ = powers(V_DD, V_1_half, I_p_half)
eta_half = P_out_half / P_dc_half
assert abs(eta_half / eta - 0.5) < 1e-8

# Lower supply with the same knee
V_low = 28.0
P_dc_28, P_out_28, _ = powers(V_low, largest_swing(V_low, V_k), I_p)
eta_28 = P_out_28 / P_dc_28
assert eta_28 < eta

# Shorter conduction, same voltage: class B is not a universal limit
short = np.pi / 3
P_dc_c, P_out_c, _ = powers(V_DD, V_1, I_p, short)
eta_c = P_out_c / P_dc_c
assert eta_c > eta

# Time-domain circuit: sinusoidal voltage and the law emerge at large Q
tank = {Q: tank_circuit(Q, R, I_p, V_DD) for Q in (5.0, 50.0)}
formula = np.pi / 4 * (1 - V_k / V_DD)
assert abs(tank[50.0][0] - formula) < 1e-4
assert abs(tank[50.0][1] - V_k) < 0.02
assert abs(tank[50.0][3] - (V_DD - V_k)) < 1e-3
assert tank[50.0][2] < 0.01
assert abs(tank[50.0][0] - formula) < abs(tank[5.0][0] - formula) / 50

print(f"supply voltage V_DD = {V_DD:.1f} V")
print(f"knee voltage V_k = {V_k:.1f} V")
print(f"peak drain current I_p = {I_p:.2f} A")
print(f"mean drain current = {I_dc:.4f} A")
print(f"fundamental current amplitude = {I_1:.4f} A")
print(f"second-harmonic current amplitude = {I_2:.4f} A")
print(f"no knee: voltage amplitude = {V_1_ideal:.2f} V")
print(f"no knee: load = {R_ideal:.2f} ohm")
print(f"no knee: output power = {P_out_ideal:.3f} W")
print(f"no knee: dissipated power = {P_diss_ideal:.3f} W")
print(f"no knee: efficiency = {100 * eta_ideal:.2f} %")
print(f"with knee: voltage amplitude = {V_1:.2f} V")
print(f"with knee: load = {R:.2f} ohm")
print(f"supply power (both cases) = {P_dc:.3f} W")
print(f"with knee: output power = {P_out:.3f} W")
print(f"with knee: dissipated power = {P_diss:.3f} W")
print(f"  part at the knee floor = {P_floor:.3f} W")
print(f"  part from waveform overlap = {P_overlap:.3f} W")
print(f"with knee: efficiency = {100 * eta:.2f} %")
print(f"knee-free load kept: peak current = {I_p_low:.3f} A")
print(f"knee-free load kept: supply power = {P_dc_low:.3f} W")
print(f"knee-free load kept: output power = {P_out_low:.3f} W")
print(f"knee-free load kept: efficiency = {100 * eta_low:.2f} %")
print(f"half drive, load {R:.0f} ohm: amplitude = {V_1_half:.2f} V")
print(f"half drive: output power = {P_out_half:.3f} W")
print(f"half drive: efficiency = {100 * eta_half:.2f} %")
print(f"supply {V_low:.0f} V, same knee: efficiency = {100 * eta_28:.2f} %")
print(f"half-angle {np.degrees(short):.0f} deg, with knee: "
      f"efficiency = {100 * eta_c:.2f} %")
for Q, (eff, v_min, residue, fundamental) in tank.items():
    print(f"tank Q = {Q:.0f}: total load efficiency = {100 * eff:.3f} %")
    print(f"tank Q = {Q:.0f}: minimum drain voltage = {v_min:.3f} V")
    print(f"tank Q = {Q:.0f}: non-sinusoidal rms share = "
          f"{100 * residue:.2f} %")
print("no test failed")
```

Printed output:

```
supply voltage V_DD = 50.0 V
knee voltage V_k = 5.0 V
peak drain current I_p = 2.00 A
mean drain current = 0.6366 A
fundamental current amplitude = 1.0000 A
second-harmonic current amplitude = 0.4244 A
no knee: voltage amplitude = 50.00 V
no knee: load = 50.00 ohm
no knee: output power = 25.000 W
no knee: dissipated power = 6.831 W
no knee: efficiency = 78.54 %
with knee: voltage amplitude = 45.00 V
with knee: load = 45.00 ohm
supply power (both cases) = 31.831 W
with knee: output power = 22.500 W
with knee: dissipated power = 9.331 W
  part at the knee floor = 3.183 W
  part from waveform overlap = 6.148 W
with knee: efficiency = 70.69 %
knee-free load kept: peak current = 1.800 A
knee-free load kept: supply power = 28.648 W
knee-free load kept: output power = 20.250 W
knee-free load kept: efficiency = 70.69 %
half drive, load 45 ohm: amplitude = 22.50 V
half drive: output power = 5.625 W
half drive: efficiency = 35.34 %
supply 28 V, same knee: efficiency = 64.51 %
half-angle 60 deg, with knee: efficiency = 80.71 %
tank Q = 5: total load efficiency = 70.910 %
tank Q = 5: minimum drain voltage = 4.467 V
tank Q = 5: non-sinusoidal rms share = 5.62 %
tank Q = 50: total load efficiency = 70.688 %
tank Q = 50: minimum drain voltage = 4.994 V
tank Q = 50: non-sinusoidal rms share = 0.57 %
no test failed
```
